**Image energy of an electron at a dielectric interface, with and without a gate**

In atomic units, an electron at distance d from a flat interface has image energy W = R/(4·own·d), with R = (own − other)/(own + other). Here `own` is the permittivity of the medium that holds the electron and `other` that of the medium across the interface, so W is positive when the electron's own medium has the larger permittivity. The program asserts this energy and its sign against a finite-difference solution of the field equation for five pairs of permittivities. It also asserts agreement with the integrated field energy, the force, and the Coulomb potential of the bound interface charge. For a grounded gate behind the oxide, it asserts the energy integral against finite differences, its near and far limits, and a single sign change over the scanned distances for permittivities 12 and 4. The output gives +0.015 eV at 10 angstrom in a semiconductor of permittivity 12 next to an oxide of permittivity 4, and −0.0075 eV next to one of permittivity 20. With a gate behind 20 angstrom of the first oxide, the energy changes sign at about 16 angstrom.

## Check in Python

```python
"""
Image energy of an electron at distance d from a flat dielectric interface.
Result under test (atomic units, electron charge q = -1):
    W(d) = R / (4 * own * d),   R = (own - other) / (own + other)
own   : relative permittivity of the medium that holds the electron (z > 0)
other : relative permittivity of the medium across the interface (z < 0)
W > 0 means repulsion from the interface, W < 0 attraction.
A grounded metal gate at z = -t replaces R by a function of wave number k.
The field equation is also solved by finite differences, without images.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solveh_banded
from scipy.optimize import brentq
from scipy.special import j0

Q = -1.0
BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def reflection(own, other):
    return (own - other) / (own + other)


def image_energy(own, other, d):
    return reflection(own, other) / (4 * own * d)


def induced_potential(rho, z, own, other, d):
    return Q * reflection(own, other) / (own * np.hypot(rho, z + d))


def potential_own(rho, z, own, other, d):
    direct = Q / (own * np.hypot(rho, z - d))
    return direct + induced_potential(rho, z, own, other, d)


def potential_other(rho, z, own, other, d):
    return 2 * Q / ((own + other) * np.hypot(rho, z - d))


def gate_reflection(k, own, other, t):
    th = np.tanh(k * t)
    return (own * th - other) / (own * th + other)


def gate_energy(own, other, d, t):
    def integrand(x):
        return gate_reflection(x / (2 * d), own, other, t) * np.exp(-x)
    split = min(1.0, 2 * d / t)
    total = quad(integrand, 0, split, limit=200)[0]
    total += quad(integrand, split, 45, limit=200)[0]
    return total / (4 * own * d)


# Finite-difference solution for one in-plane wave number, with d = 1.
CELLS = 40


def solve_mode(k, own, other, gate=None):
    h = 1.0 / CELLS
    reach = int(np.ceil((1 + 12 / k) / h))
    below = reach if gate is None else int(round(gate / h))
    eps = np.concatenate([np.full(below, other), np.full(reach + CELLS, own)])
    band = np.zeros((2, len(eps) - 1))
    band[0, 1:] = -eps[1:-1] / h
    band[1] = (eps[:-1] + eps[1:]) * (1 / h + k * k * h / 2)
    source = np.zeros(len(eps) - 1)
    source[below + CELLS - 1] = 4 * np.pi * Q
    return solveh_banded(band, source), below - 1


nodes, weights = np.polynomial.legendre.leggauss(24)
K_GRID = 4 * (nodes + 1)
K_WEIGHT = 4 * weights


def numerical_energy(own, other, gate=None):
    """Half of charge times induced potential, for d = 1."""
    total = 0.0
    for k, w in zip(K_GRID, K_WEIGHT):
        full, zero = solve_mode(k, own, other, gate)
        bare, zero_bare = solve_mode(k, own, own)
        diff = full[zero + CELLS] - bare[zero_bare + CELLS]
        total += w * k / (2 * np.pi) * diff
    return 0.5 * Q * total


def numerical_transmitted(own, other, rho):
    """Potential at z = -1 across the interface, for d = 1."""
    total = 0.0
    for k, w in zip(K_GRID, K_WEIGHT):
        full, zero = solve_mode(k, own, other)
        total += w * k / (2 * np.pi) * j0(k * rho) * full[zero - CELLS]
    return total


def field_energy(own, other, d):
    """Integral of (E.D - E0.D0)/(8 pi) in spheres around the electron."""
    x, wx = np.polynomial.legendre.leggauss(60)
    u, wu = (x + 1) / 2, wx / 2
    refl = reflection(own, other)

    def own_density(r, mu):
        dist = np.sqrt(r * r + 4 * d * d + 4 * d * r * mu)
        cross = 2 * refl * (r + 2 * d * mu) / dist**3
        square = refl**2 * r * r / dist**4
        return (cross + square) / (8 * np.pi * own)

    total = 0.0
    for s, w in zip(u, wu):
        inner = np.sum(wx * own_density(s * d, x))
        total += 2 * np.pi * w * d * inner
        r = d / s
        mu = -s + (1 + s) * u
        outer = (1 + s) * np.sum(wu * own_density(r, mu))
        field_sq = (2 / (own + other))**2 / r**2
        bare_sq = 1 / (own**2 * r**2)
        across = (other * field_sq - own * bare_sq) / (8 * np.pi)
        outer += (1 - s) * across
        total += 2 * np.pi * w * d / s**2 * outer
    return total


# Expansion of the Coulomb potential in plane modes.
mode_sum = quad(lambda k: j0(1.3 * k) * np.exp(-0.7 * k), 0, 60, limit=300)[0]
assert abs(mode_sum - 1 / np.hypot(1.3, 0.7)) < 1e-7

# Image energy and its sign against the finite-difference solution.
pairs = [(12.0, 4.0), (4.0, 12.0), (12.0, 20.0), (20.0, 12.0), (12.0, 5.0)]
solver_values = {}
for own, other in pairs:
    value = numerical_energy(own, other)
    solver_values[(own, other)] = value
    expected = image_energy(own, other, 1.0)
    assert abs(value / expected - 1) < 2e-3
    assert np.sign(value) == np.sign(own - other)
    across = numerical_transmitted(own, other, 1.0)
    assert abs(across / potential_other(1.0, -1.0, own, other, 1.0) - 1) < 2e-3

# Field energy, and force from its slope against charge times field.
step = 1e-3
for own, other in pairs:
    energy = field_energy(own, other, 1.0)
    assert abs(energy / image_energy(own, other, 1.0) - 1) < 1e-6
    slope = (field_energy(own, other, 1 + step)
             - field_energy(own, other, 1 - step)) / (2 * step)
    field = -(induced_potential(0, 1 + step, own, other, 1.0)
              - induced_potential(0, 1 - step, own, other, 1.0)) / (2 * step)
    assert abs(-slope / (Q * field) - 1) < 1e-5

# Bound interface charge from the jump of the normal field.
angle_x, angle_w = np.polynomial.legendre.leggauss(40)
angle = np.pi / 4 * (angle_x + 1)
rho = np.tan(angle)
ring = 2 * np.pi * rho * np.pi / 4 * angle_w / np.cos(angle)**2
bound_total = {}
for own, other in pairs:
    dz = 1e-4
    e_own = -(potential_own(rho, dz, own, other, 1.0)
              - potential_own(rho, -dz, own, other, 1.0)) / (2 * dz)
    e_other = -(potential_other(rho, dz, own, other, 1.0)
                - potential_other(rho, -dz, own, other, 1.0)) / (2 * dz)
    assert np.allclose(own * e_own, other * e_other, rtol=1e-5, atol=1e-8)
    sigma = (e_own - e_other) / (4 * np.pi)
    sigma_formula = Q * reflection(own, other) / (
        2 * np.pi * own * (rho**2 + 1)**1.5)
    assert np.allclose(sigma, sigma_formula, rtol=1e-5, atol=1e-9)
    bound_total[(own, other)] = np.sum(ring * sigma)
    expected = Q * reflection(own, other) / own
    assert abs(bound_total[(own, other)] / expected - 1) < 1e-4
    from_charge = 0.5 * Q * np.sum(ring * sigma / np.hypot(rho, 1.0))
    assert abs(from_charge / solver_values[(own, other)] - 1) < 3e-3

# Gate behind the oxide: finite differences, limits and number of crossings.
for own, other in [(12.0, 4.0), (12.0, 20.0)]:
    for t in (0.5, 2.0):
        error = numerical_energy(own, other, t) - gate_energy(own, other, 1, t)
        assert abs(error) < 3e-3 / (4 * own)
    near = gate_energy(own, other, 1.0, 1000.0)
    assert abs(near / image_energy(own, other, 1.0) - 1) < 1e-2
    far = gate_energy(own, other, 1000.0, 1.0)
    assert abs(far * 4 * own * 1000.0 + 1) < 1e-2
scan = np.geomspace(0.02, 50, 60)
low_signs = np.sign([gate_energy(12.0, 4.0, d, 1.0) for d in scan])
high_signs = np.sign([gate_energy(12.0, 20.0, d, 1.0) for d in scan])
assert low_signs[0] > 0 and np.count_nonzero(np.diff(low_signs)) == 1
assert np.all(high_signs < 0)
crossing = brentq(lambda d: gate_energy(12.0, 4.0, d, 1.0), 0.05, 20)

# Worked example with round model parameters.
SEMI, LOW, HIGH, HIGH_FAST = 12.0, 4.0, 20.0, 5.0
D_REF, T_OX = 10.0, 20.0


def energy_ev(own, other, d_angstrom):
    return HARTREE * image_energy(own, other, d_angstrom / BOHR)


print(f"semiconductor permittivity: {SEMI:.0f} (dimensionless)")
print(f"low-permittivity oxide: {LOW:.0f} (dimensionless)")
print(f"high-permittivity oxide, static: {HIGH:.0f} (dimensionless)")
print(f"high-permittivity oxide, electronic: {HIGH_FAST:.0f} (dimensionless)")
print(f"hartree times bohr: {HARTREE * BOHR:.4f} eV angstrom")
print(f"reference distance: {D_REF:.0f} angstrom")
cases = [("semiconductor side, low oxide", SEMI, LOW),
         ("low oxide side", LOW, SEMI),
         ("semiconductor side, high oxide static", SEMI, HIGH),
         ("high oxide side, static", HIGH, SEMI),
         ("semiconductor side, high oxide frozen", SEMI, HIGH_FAST)]
for label, own, other in cases:
    print(f"{label}: R = {reflection(own, other):+.4f} (dimensionless)")
    print(f"  W at reference distance = {energy_ev(own, other, D_REF):+.5f} eV")
    print(f"  bound charge = {bound_total[(own, other)]:+.5f} e (electron -1 e)")
    ratio = solver_values[(own, other)] / image_energy(own, other, 1.0)
    print(f"  finite-difference W / formula W = {ratio:.5f}")
for label, other in [("low oxide", LOW), ("high oxide static", HIGH)]:
    for d in (5.0, 20.0):
        value = energy_ev(SEMI, other, d)
        print(f"semiconductor side, {label}, d = {d:.0f} angstrom: "
              f"W = {value:+.5f} eV")
for label, other in [("low oxide", LOW), ("high oxide static", HIGH)]:
    value = image_energy(SEMI, other, D_REF / BOHR)
    print(f"main result, semiconductor side, {label}: W = {value:+.4e} hartree")
print(f"gate example, oxide thickness: {T_OX:.0f} angstrom")
print(f"low oxide, crossing distance / thickness: {crossing:.4f}")
print(f"low oxide, crossing distance: {crossing * T_OX:.2f} angstrom")
for label, other in [("low oxide", LOW), ("high oxide static", HIGH)]:
    for d in (5.0, 10.0, 20.0, 40.0):
        value = HARTREE * gate_energy(SEMI, other, d / BOHR, T_OX / BOHR)
        print(f"with gate, {label}, d = {d:.0f} angstrom: W = {value:+.5f} eV")
print("no test failed")
```

Output:

```
semiconductor permittivity: 12 (dimensionless)
low-permittivity oxide: 4 (dimensionless)
high-permittivity oxide, static: 20 (dimensionless)
high-permittivity oxide, electronic: 5 (dimensionless)
hartree times bohr: 14.3996 eV angstrom
reference distance: 10 angstrom
semiconductor side, low oxide: R = +0.5000 (dimensionless)
  W at reference distance = +0.01500 eV
  bound charge = -0.04167 e (electron -1 e)
  finite-difference W / formula W = 1.00000
low oxide side: R = -0.5000 (dimensionless)
  W at reference distance = -0.04500 eV
  bound charge = +0.12500 e (electron -1 e)
  finite-difference W / formula W = 1.00000
semiconductor side, high oxide static: R = -0.2500 (dimensionless)
  W at reference distance = -0.00750 eV
  bound charge = +0.02083 e (electron -1 e)
  finite-difference W / formula W = 1.00000
high oxide side, static: R = +0.2500 (dimensionless)
  W at reference distance = +0.00450 eV
  bound charge = -0.01250 e (electron -1 e)
  finite-difference W / formula W = 1.00000
semiconductor side, high oxide frozen: R = +0.4118 (dimensionless)
  W at reference distance = +0.01235 eV
  bound charge = -0.03431 e (electron -1 e)
  finite-difference W / formula W = 1.00000
semiconductor side, low oxide, d = 5 angstrom: W = +0.03000 eV
semiconductor side, low oxide, d = 20 angstrom: W = +0.00750 eV
semiconductor side, high oxide static, d = 5 angstrom: W = -0.01500 eV
semiconductor side, high oxide static, d = 20 angstrom: W = -0.00375 eV
main result, semiconductor side, low oxide: W = +5.5123e-04 hartree
main result, semiconductor side, high oxide static: W = -2.7561e-04 hartree
gate example, oxide thickness: 20 angstrom
low oxide, crossing distance / thickness: 0.7825
low oxide, crossing distance: 15.65 angstrom
with gate, low oxide, d = 5 angstrom: W = +0.01707 eV
with gate, low oxide, d = 10 angstrom: W = +0.00391 eV
with gate, low oxide, d = 20 angstrom: W = -0.00119 eV
with gate, low oxide, d = 40 angstrom: W = -0.00238 eV
with gate, high oxide static, d = 5 angstrom: W = -0.02491 eV
with gate, high oxide static, d = 10 angstrom: W = -0.01568 eV
with gate, high oxide static, d = 20 angstrom: W = -0.00979 eV
with gate, high oxide static, d = 40 angstrom: W = -0.00583 eV
no test failed
```
